# Total scattering lifetime and momentum lifetime in carrier mobility

**The argument under review.** The author computes the mobility of electrons scattered by charged impurities. The total rate at which an electron leaves its state $\mathbf k$ is evaluated from the golden rule, and its inverse is called $\tau_{\rm out}$. The argument then runs: "An electron gains drift velocity from the field until it collides. The mean time between collisions is $\tau_{\rm out}$. The mobility is therefore the thermal average of $\tau_{\rm out}/m$."

The first two sentences can stand as a description of free flight, provided that collisions are well separated. The third does not follow. It assumes that a collision leaves, on average, nothing of the velocity the electron had before. Whether that is so depends on the angles through which electrons are deflected, and the argument never asks about them. I set out below what the Boltzmann equation gives in the author's own model, and then what changes when collisions exchange energy.

**Where the assumption enters**

I use Hartree atomic units, so $\hbar=e=1$ and $\mathbf k$ is the momentum. The band is isotropic and parabolic, $E=k^2/2m$, with velocity $\mathbf v=\mathbf k/m$. A weak, uniform, steady force $\mathbf F$ acts on the electrons. Let $W_{\mathbf k\mathbf k'}$ be the rate from $\mathbf k$ to $\mathbf k'$. Impurity scattering is elastic and $W$ is symmetric, so the net loss from $\mathbf k$ to $\mathbf k'$ is
$$W_{\mathbf k\mathbf k'}[f_{\mathbf k}(1-f_{\mathbf k'})-f_{\mathbf k'}(1-f_{\mathbf k})]=W_{\mathbf k\mathbf k'}(f_{\mathbf k}-f_{\mathbf k'}).$$
Write $f=f_0+\delta f$. To first order in the force, $\mathbf F\cdot\partial f_0/\partial\mathbf k=(\mathbf F\cdot\mathbf v)\,\partial f_0/\partial E$, and the steady state obeys
$$(\mathbf F\cdot\mathbf v_{\mathbf k})\frac{\partial f_0}{\partial E}=-\sum_{\mathbf k'}W_{\mathbf k\mathbf k'}(\delta f_{\mathbf k}-\delta f_{\mathbf k'}).$$
Now set $\delta f_{\mathbf k}=-(\partial f_0/\partial E)\,\mathbf F\cdot\boldsymbol\Lambda_{\mathbf k}$. Both states have the same energy, so the factor $\partial f_0/\partial E$ is common to all terms. The two minus signs on the right cancel, and since $\mathbf F$ may point anywhere,
$$\mathbf v_{\mathbf k}=\sum_{\mathbf k'}W_{\mathbf k\mathbf k'}(\boldsymbol\Lambda_{\mathbf k}-\boldsymbol\Lambda_{\mathbf k'}).\tag{1}$$
The vector $\boldsymbol\Lambda$ is a length, whose meaning will appear shortly.

The total out-rate is $1/\tau_{\rm out}=\sum_{\mathbf k'}W_{\mathbf k\mathbf k'}$. The author's result $\boldsymbol\Lambda=\mathbf v\tau_{\rm out}$ follows from (1) if the term with $\boldsymbol\Lambda_{\mathbf k'}$ is dropped. That term describes electrons scattered into a state, and they carry velocity with them.

**The elastic solution**

In this model $W$ depends only on the deflection angle $\theta$. Split the final velocity into $\mathbf v'=\mathbf v\cos\theta+\mathbf v'_\perp$. The perpendicular part vanishes when summed over azimuth, so
$$\sum_{\mathbf k'}W_{\mathbf k\mathbf k'}\mathbf v_{\mathbf k'}=\frac{g}{\tau_{\rm out}}\mathbf v_{\mathbf k},\qquad g=\langle\cos\theta\rangle,$$
where the average is over collisions. Try $\boldsymbol\Lambda=\tau_m\mathbf v$, with $\tau_m$ a function of energy alone. Equation (1) becomes $\mathbf v=\tau_m(1-g)\mathbf v/\tau_{\rm out}$, hence
$$\frac1{\tau_m}=\sum_{\mathbf k'}W_{\mathbf k\mathbf k'}(1-\cos\theta)=\frac{1-g}{\tau_{\rm out}}.\tag{2}$$
The trial form satisfies (1) for every direction, so within this elastic, isotropic model (2) is a solution and not an estimate. A constant vector could be added to $\boldsymbol\Lambda$ on an energy shell, but it carries no current.

The same result can be read from the path of one electron. Each collision multiplies the mean component along the initial direction by $g$, because the azimuth is random. After $N$ collisions $g^N v$ remains. Each free flight lasts $\tau_{\rm out}$ on average, so the mean displacement along the initial direction is
$$v\tau_{\rm out}(1+g+g^2+\cdots)=\frac{v\tau_{\rm out}}{1-g}=v\tau_m .$$
This is the length $\Lambda$. The author has kept the first flight and discarded the rest.

**Anisotropy alone does not decide the matter**

It would be an overcorrection to say that $\tau_{\rm out}$ fails whenever scattering is anisotropic. Equation (2) contains only the mean cosine. Let $c=\cos\theta$, and take three normalized distributions of $c$ on $[-1,1]$:

- For $P=1/2$, $g=0$ and $\tau_m=\tau_{\rm out}$.
- For $P=3c^2/2$, the integrand $cP$ is odd, so again $g=0$ and $\tau_m=\tau_{\rm out}$, although the scattering is anisotropic.
- For $P=(1-c)/2$, $g=\frac12\int_{-1}^1(c-c^2)\,dc=-\frac13$ and $\tau_m=\frac34\tau_{\rm out}$.

In the third case collisions tend to reverse the velocity, and the author's formula would overestimate the mobility. It underestimates the mobility when $g>0$. Solving (1) numerically on a grid of directions, without assuming (2), gives ratios of 1.0000, 1.0000 and 0.7500 for the three cases.

**Screened impurities**

The author's scatterers deflect mostly forward when the electron's wavelength is short compared with the screening length, and the effect can be calculated. Each impurity has unit charge, and the potential energy has magnitude $V(r)=e^{-\kappa r}/(\varepsilon r)$; its sign does not affect a Born rate. The transform is
$$V(q)=\frac{4\pi}{\varepsilon q}\int_0^\infty e^{-\kappa r}\sin(qr)\,dr=\frac{4\pi}{\varepsilon(q^2+\kappa^2)}.$$
The carriers are nondegenerate, with density $n$ and thermal energy $T$. A potential energy $\phi$ changes their density by $-n\phi/T$ to first order, and Poisson's equation then gives $\nabla^2\phi=\kappa^2\phi$ away from the impurity, with $\kappa^2=4\pi n/(\varepsilon T)$.

The impurities also have density $n$. Their positions are uncorrelated, so interference between different impurities averages out and their rates add:
$$\frac1{\tau_{\rm out}}=2\pi n\int\frac{d^3k'}{(2\pi)^3}|V(q)|^2\delta(E'-E).$$
With $k'^2dk'=mk'\,dE'$, the delta function sets $k'=k$. The azimuth gives $2\pi$, leaving
$$\frac1{\tau_{\rm out}}=\frac{nmk}{2\pi}\int_{-1}^{1}|V(q)|^2\,dc,\qquad q^2=2k^2(1-c).$$
Let $x=1-c$ and $b=4k^2/\kappa^2$. Then $q^2+\kappa^2=\kappa^2(1+bx/2)$, and
$$\frac1{\tau_{\rm out}}=\frac{8\pi nmk}{\varepsilon^2\kappa^4}\int_0^2\frac{dx}{(1+bx/2)^2}.$$
The momentum rate has an extra factor $x$ in the integrand. Substituting $y=bx/2$, the two integrals are
$$\frac2b\int_0^b\frac{dy}{(1+y)^2}=\frac2{1+b},\qquad \frac4{b^2}\int_0^b\frac{y\,dy}{(1+y)^2}=\frac{4L}{b^2},$$
where $y/(1+y)^2=1/(1+y)-1/(1+y)^2$ gives $L=\ln(1+b)-b/(1+b)$. Using $b^2=16k^4/\kappa^4$ in the second rate,
$$\frac1{\tau_{\rm out}}=\frac{16\pi nmk}{\varepsilon^2\kappa^4(1+b)},\qquad \frac1{\tau_m}=\frac{2\pi nmL}{\varepsilon^2k^3},\qquad \frac{\tau_m}{\tau_{\rm out}}=\frac{b^2}{2(1+b)L}.\tag{3}$$

For small $b$ the wavelength is long compared with the screening length, and the scattering becomes isotropic. Expanding, $L=b^2/2-2b^3/3+\cdots$, so $2(1+b)L=b^2-b^3/3+\cdots$ and the ratio is $1+b/3+\cdots$. For large $b$, $L\simeq\ln b-1$ and the ratio approaches $b/[2(\ln b-1)]$. Between these limits it is 1.29 at $b=1$, 3.05 at $b=10$ and 13.7 at $b=100$.

The large-$b$ limit also shows how differently the two rates depend on screening. There $1/\tau_{\rm out}\simeq4\pi nm/(\varepsilon^2\kappa^2k)$. At fixed $n$ and $k$, weaker screening raises the out-rate as $1/\kappa^2$, while the momentum rate grows only logarithmically. The additional collisions are mostly small deflections by the distant part of the potential.

**One electron in numbers**

Take the model values $m=0.05$, $\varepsilon=16$, $T=0.001$ hartree (316 K) and $n=10^{-9}$ bohr$^{-3}$. They represent no particular material. The screening parameter is $\kappa^2=4\pi\times10^{-9}/0.016=7.85\times10^{-7}$ bohr$^{-2}$. At the mean thermal energy $3T/2$, $k^2=3mT=1.5\times10^{-4}$ bohr$^{-2}$. Thus $b=764$, $L=5.641$, and
$$\frac{\tau_m}{\tau_{\rm out}}=\frac{763.94^2}{2\times764.94\times5.6411}=67.6 .$$
The lifetimes are $\tau_{\rm out}=0.095$ ps and $\tau_m=6.42$ ps. The corresponding lengths are $v\tau_{\rm out}=961$ bohr and $v\tau_m=6.5\times10^4$ bohr. The first is shorter than the screening length $1/\kappa=1128$ bohr, so the flights between collisions are here a device for summing the Born rates and not separate events in space. The second, which governs the current, is much longer than the range of the potential. The numerical solution of (1) on directions reproduces the ratio. Simulated random flights give a mean displacement of $66.96\pm0.85$ in units of $v\tau_{\rm out}$, where the uncertainty is one standard error.

The mean cosine is $g=0.98521$. After 68 collisions the mean velocity along the initial direction is still $g^{68}=0.363$ of its first value. The simulated value, $0.3586\pm0.0029$, lies about 1.6 standard errors below this.

How much do the forward collisions matter? Cutting the integrals above at an angle $\theta$, with $y=b(1-\cos\theta)/2$, gives the shares of collisions and of momentum loss that come from smaller angles:
$$S_{\rm coll}=\frac{y(1+b)}{b(1+y)},\qquad S_{\rm loss}=\frac{\ln(1+y)-y/(1+y)}{L}.$$
Setting $S_{\rm coll}=1/2$ gives $y=b/(b+2)$, or $1-\cos\theta=2/(b+2)$, which is a median deflection of 4.1 degrees. At 10 degrees, $y=5.80$, and the shares are 85.4% and 18.9%.

If all collisions below 10 degrees were removed, $\tau_{\rm out}$ would grow by a factor $1/(1-0.854)=6.9$, but $\tau_m$ by only $1/(1-0.189)=1.23$. A single forward collision costs little current. Together they still account for almost a fifth of the momentum loss, so they should be weighted correctly and not deleted.

**The thermal mobility**

The drift velocity per unit force is
$$\mu=\frac{2}{n}\int\frac{d^3k}{(2\pi)^3}\left(-\frac{\partial f_0}{\partial E}\right)\frac{\mathbf v\cdot\boldsymbol\Lambda}{3},$$
where 2 counts spin and $1/3$ comes from averaging over directions. For nondegenerate carriers $-\partial f_0/\partial E=f_0/T$. Insert $\boldsymbol\Lambda=\tau\mathbf v$, $v^2=2E/m$, $d^3k\propto\sqrt E\,dE$ and $t=E/T$. The density supplies the denominator $\int_0^\infty t^{1/2}e^{-t}dt=\sqrt\pi/2$, so
$$\mu=\frac{2}{3m}\,\frac{\int_0^\infty t^{3/2}e^{-t}\tau(tT)\,dt}{\sqrt\pi/2}=\frac{4}{3\sqrt\pi\,m}\int_0^\infty t^{3/2}e^{-t}\tau(tT)\,dt.$$

I read the author's thermal average as this one, with weight $t^{3/2}e^{-t}$; a plain average of $\tau_{\rm out}/m$ over the electrons, with weight $t^{1/2}e^{-t}$, is a different and here smaller quantity, $3.08\times10^3$ cm$^2$/(V s). With $\tau_{\rm out}$ the formula above gives $4.10\times10^3$ cm$^2$/(V s). With $\tau_m$ it gives $4.86\times10^5$ cm$^2$/(V s). The ratio is 118, appreciably larger than the 67.6 found at $3T/2$.

The energy dependence explains the difference. For large $b$, (3) gives $\tau_{\rm out}\propto k\propto t^{1/2}$, whereas $\tau_m\propto k^3/L\propto t^{3/2}/L$. The thermal average therefore favours fast electrons more strongly for $\tau_m$. Relative to the value at $t=3/2$, the average raises $\tau_{\rm out}$ by
$$\frac{4}{3\sqrt\pi}\frac{\Gamma(3)}{(3/2)^{1/2}}=1.23 .$$
For $\tau_m$ with $L$ held fixed the factor would be
$$\frac{4}{3\sqrt\pi}\frac{\Gamma(4)}{(3/2)^{3/2}}=2.46 ,$$
and the growth of $L$ with energy reduces it to 2.15. Then $67.6\times2.15/1.23\approx118$. A single correction factor taken at the mean energy would thus not repair the author's mobility.

These are impurity-limited values within the model; phonons and all other scattering are absent. This includes collisions between the carriers, which are as numerous as the impurities. Such collisions conserve total momentum but pass it from fast electrons to slow ones, which the impurities scatter more strongly, so they would lower the mobility appreciably. The density is 0.022 of the band density scale $2(mT/2\pi)^{3/2}$, and Fermi statistics changes $\kappa^2$ by less than 1%. The Born parameter $m/(\varepsilon k)$ is 0.26 at $3T/2$ and grows as $1/k$ for slower electrons, so the Born rates are least reliable at low energy.

**When collisions exchange energy**

The author may wish to replace $\tau_{\rm out}$ by (2) in every calculation, including phonon scattering. That goes too far. For nondegenerate carriers, detailed balance reads $f_{0\mathbf k}W_{\mathbf k\mathbf k'}=f_{0\mathbf k'}W_{\mathbf k'\mathbf k}$. With $\delta f=(f_0/T)\mathbf F\cdot\boldsymbol\Lambda$, the in-scattering term becomes
$$W_{\mathbf k'\mathbf k}\,\delta f_{\mathbf k'}=\frac{f_{0\mathbf k}}{T}W_{\mathbf k\mathbf k'}\,\mathbf F\cdot\boldsymbol\Lambda_{\mathbf k'},$$
so (1) keeps its form. What is lost is the common energy of $\mathbf k$ and $\mathbf k'$, and with it the common $\tau_m$ that led to (2).

Two energy shells suffice to show the consequence. Let electrons jump between them with mean cosine $g=0.8$. In model units the speeds are 1 and 2, and the out-rates are 1 and 3. Detailed balance requires $p_1\times1=p_2\times3$, so the populations are 0.75 and 0.25. By isotropy $\boldsymbol\Lambda$ is parallel to $\mathbf v$ on each shell, and (1) reduces to
$$1=\Lambda_1-0.8\Lambda_2,\qquad 2=3(\Lambda_2-0.8\Lambda_1).$$
The second equation gives $\Lambda_2=2/3+0.8\Lambda_1$. Substitution in the first gives $0.36\Lambda_1=1.533$, hence $\Lambda_1=4.259$ and $\Lambda_2=4.074$. At fixed temperature the mobility is proportional to
$$R=\sum_i p_iv_i\Lambda_i=0.75\times4.259+0.25\times2\times4.074=5.23 .$$

The out-lifetime sets $\Lambda_i=v_i/W_i$ and gives $R=1.08$, about a fifth of the full result. The weight $1-\cos\theta$ sets $\Lambda_i=v_i/[W_i(1-g)]$ and gives $R=5.42$, which is 3.5% above the full result. This is a good approximation for these rates, but it is no longer a solution, and the agreement depends on the numbers chosen. With out-rates 1 and 10 the same steps give $R=3.43$, while the weight $1-\cos\theta$ gives 4.73, which is 38% too high.

A tempting refinement is to weight by the change of velocity along the initial direction, $1-gv_j/v_i$. For the slow shell this gives a rate $1-0.8\times2=-0.6$, and so a negative lifetime. The weight would follow from (1) if both shells had the same $\Lambda/v$, which they do not. If instead $g=0$ for the jumps, the coupling between the shells vanishes and the out-lifetime is correct even though energy is exchanged.

**What the author should compute**

For the elastic model, use (2). For nondegenerate carriers that exchange energy with a bath in equilibrium, such as thermal phonons, solve (1) with the in-scattering term retained. Collisions between carriers are not covered by (1), because the partner's distribution is perturbed as well. A direct way is to start from $\boldsymbol\Lambda^{(0)}=\mathbf v\tau_{\rm out}$ and repeat
$$\boldsymbol\Lambda^{(j+1)}_{\mathbf k}=\tau_{\rm out}\Big(\mathbf v_{\mathbf k}+\sum_{\mathbf k'}W_{\mathbf k\mathbf k'}\boldsymbol\Lambda^{(j)}_{\mathbf k'}\Big).$$
The mobility computed above from $\tau_{\rm out}$ is the starting point of this iteration, not its result.

Convergence needs care when scattering is strongly forward. In the elastic model the iterates are the partial sums $\mathbf v\tau_{\rm out}(1+g+\cdots+g^j)$, whose error relative to the solution is $g^{j+1}$. For the electron above, an error below 1% requires $j+1>\ln(0.01)/\ln(0.98521)\approx309.1$, or 310 terms. The thermal mobility is carried by faster electrons, whose $g$ is closer to 1: 310 terms still leave it 12% low, and about 820 are needed for 1%. The error left after a step is $g/(1-g)\approx67$ times the change made in that step. A small change between successive iterations is therefore weak evidence of convergence. In the elastic model the remaining error follows from the factor $g/(1-g)$, taken separately at each energy.

I recommend that the mobility be recalculated on this basis. The computed $\tau_{\rm out}$ may be kept as the inverse of the total Born out-rate. It can be read as a mean time between separate collisions only where $v\tau_{\rm out}$ is much longer than the screening length, which is not so in the example above.

## Values computed for the example and the checks

```
Effective mass: 0.050 electron masses
Dielectric constant: 16.0
Thermal energy: 0.0010 hartree = 315.8 K
Carrier and impurity density: 1.00e-09 bohr^-3
Density / band density scale: 0.0223
Fermi / Debye screening kappa^2: 0.9923
Inverse screening length: 8.8623e-04 bohr^-1
Electron energy 3T/2: 1.5000e-03 hartree
Wave number at 3T/2: 1.22474e-02 bohr^-1
Born parameter m/(eps k): 0.255
b = 4k^2/kappa^2: 763.94
L = ln(1+b)-b/(1+b): 5.6411
Out rate: 2.5482e-04 a.u.
Momentum rate: 3.7682e-06 a.u.
Out lifetime: 3.9243e+03 a.u. = 0.0949 ps
Momentum lifetime: 2.6538e+05 a.u. = 6.419 ps
Lifetime ratio, formula: 67.624
Lifetime ratio, direct Boltzmann: 67.624
Random-flight ratio: 66.96 +/- 0.85
Mean deflection cosine: 0.98521
Median deflection: 4.14 degrees
Velocity left after 68 collisions, formula: 0.3631
Velocity left, random flights: 0.3586 +/- 0.0029
Angle cut: 10.0 degrees
Collisions below cut: 85.41 percent
Momentum loss below cut: 18.87 percent
Mobility from out lifetime: 9.6383e+04 a.u. = 4.1005e+03 cm^2/(V s)
Mobility from momentum lifetime: 1.1415e+07 a.u. = 4.8564e+05 cm^2/(V s)
Mobility ratio, momentum/out: 118.43
Lifetime ratio at b=0.1: 1.0328
Lifetime ratio at b=1: 1.2943
Lifetime ratio at b=10: 3.0531
Lifetime ratio at b=100: 13.6565
Lifetime ratio, isotropic: 1.0000
Lifetime ratio, cosine squared: 1.0000
Lifetime ratio, 1-cosine: 0.7500
Two-shell speeds: 1.0, 2.0 (model units)
Two-shell out rates: 1.0, 3.0 (model units)
Two-shell populations: 0.75, 0.25
Two-shell mean cosine: 0.80
Two-shell Lambda: 4.2593, 4.0741 (model units)
Two-shell response, full: 5.2315 (model units)
Two-shell response, out lifetime: 1.0833 (model units)
Two-shell response, 1-cosine: 5.4167 (model units)
Velocity-projected rate, shell 1: -0.6000 (model units)
```
